# Deflection of a Clamped Copper Line Across an Air Gap

**Question.** A straight copper line crosses an air gap and is clamped at both ends. Its free length is 1 µm, and its thickness in the direction in which it can bend is 20 nm. A net pressure of 44 kPa acts on one face, and the modulus is taken as 120 GPa. How far does the midpoint move, how does this distance scale with the dimensions, and when does the estimate fail?

**Answer.** The line is treated first as a slender elastic beam under a fixed, uniform pressure. The metal is linear and isotropic, the clamps are rigid, and there is no axial stress before loading. The line is narrow enough to strain freely across its width. SI-based units suit these quantities.

## The bending equation

Let \(x\) run along the line from 0 to \(L\), let \(y\) be the distance from its midplane in the direction of deflection, and let \(w(x)\) be the deflection, positive along the pressure. In slender-beam theory a cross-section stays plane and perpendicular to the midline. It therefore turns by the slope \(w'\), which displaces its points by \(-yw'\) along the line. The axial strain is the derivative of this displacement, \(-yw''\).

Because the sides are free, the axial stress is \(E\) times the strain, and the elastic energy per volume is \(\tfrac12Ey^2w''^2\). Integration over the thickness gives the energy per area of the face:

\[
\frac12Ew''^2\int_{-h/2}^{h/2}y^2\,dy=\frac12Dw''^2,
\qquad D=\frac{Eh^3}{12}.
\]

The potential energy per unit width, including the work of the pressure, is

\[
\Pi=\int_0^L\left(\tfrac12Dw''^2-pw\right)dx .
\]

Both terms are proportional to the width, so the width cancels. In equilibrium, \(\Pi\) does not change to first order when \(w\) is replaced by \(w+\eta\). Two integrations by parts give

\[
0=\int_0^L(Dw''\eta''-p\eta)\,dx
=\left[Dw''\eta'-Dw'''\eta\right]_0^L+\int_0^L(Dw''''-p)\eta\,dx .
\]

At a clamp neither the position nor the slope can change, so \(\eta=\eta'=0\) and the boundary terms vanish. Since \(\eta\) is arbitrary in between,

\[
Dw''''=p,\qquad w=w'=0\ \text{ at } x=0,L .
\]

The conditions at \(x=0\) leave \(w=px^4/(24D)+ax^3+bx^2\). Those at \(x=L\), divided by \(L^2\) and \(L\), are

\[
\frac{pL^2}{24D}+aL+b=0,\qquad
\frac{pL^2}{6D}+3aL+2b=0 .
\]

Subtracting twice the first from the second gives \(aL=-pL^2/(12D)\), and then \(b=pL^2/(24D)\). Hence

\[
w(x)=\frac{p\,x^2(L-x)^2}{24D}.
\]

At the midpoint \(x^2(L-x)^2=L^4/16\), so

\[
\delta=\frac{pL^4}{384D}=\frac{pL^4}{32Eh^3}.
\]

## The size and its scaling

The stiffness is

\[
D=\frac{(120\times10^9)(20\times10^{-9})^3}{12}\ \text{N m}
=8.0\times10^{-14}\ \text{N m},
\]

and the deflection follows:

\[
\delta=\frac{(44\times10^3)(10^{-6})^4}{384\,(8.0\times10^{-14})}\ \text{m}
=1.43\ \text{nm}.
\]

To see why so small a pressure matters, write the result as

\[
\frac{\delta}{L}=\frac{1}{32}\,\frac pE\left(\frac Lh\right)^3 .
\]

The ratio \(p/E\) is only about \(4\times10^{-7}\), but \(L/h=50\), and its cube is 125 000. Slenderness supplies the leverage.

At fixed pressure, a line 10 per cent thinner bends 1.37 times as far, since \(0.9^{-3}=1.372\). A line 10 per cent longer bends 1.46 times as far, since \(1.1^4=1.464\). The dimensions must therefore be known well before further digits of \(\delta\) mean anything. The same holds for the modulus. Copper crystals are strongly anisotropic, with \(E\) of about 67, 130 and 191 GPa along \(\langle100\rangle\), \(\langle110\rangle\) and \(\langle111\rangle\). In a line this thin a grain can span the whole section, and these values in place of 120 GPa would give about 2.6, 1.3 and 0.9 nm.

Beam theory omits shear deformation and the detailed strain near the clamps. A two-dimensional elasticity calculation that keeps both gives 1.438 nm, which is about 0.4 per cent above the beam result. It retains the linear isotropic material and the rigid clamps, so it tests the beam approximation and not those assumptions.

The metal must also remain elastic. Differentiating the profile twice gives \(w''(0)=pL^2/(12D)\). At the surface, \(|y|=h/2\), the bending stress at a clamp has magnitude

\[
\sigma_b=\frac{Eh}{2}\,\frac{pL^2}{12D}=\frac{pL^2}{2h^2}=55\ \text{MPa}.
\]

If the copper yields below this stress, the elastic estimate does not apply.

## Supports and width

The word "clamped" has to refer to both ends. Suppose that the end at \(x=L\) is free. Then \(\eta\) and \(\eta'\) are arbitrary there, and the boundary terms require \(w''=w'''=0\). Successive integrations, using the free-end conditions first and the clamp conditions afterwards, give

\[
Dw'''=-p(L-x),\qquad Dw''=\frac p2(L-x)^2,
\]
\[
w=\frac{p}{2D}\left(\frac{L^2x^2}{2}-\frac{Lx^3}{3}+\frac{x^4}{12}\right).
\]

At the free end the bracket equals \(L^4/4\), so the deflection is \(pL^4/(8D)\). This is \(384/8=48\) times the midpoint deflection of the doubly clamped line, or 68.7 nm. At the clamp \(Dw''=pL^2/2\), so the bending stress is \(3pL^2/h^2=330\) MPa, six times the earlier value. The figure holds only if the copper stays elastic at that stress.

Width has a milder effect. If the line is instead much wider than its free length, the clamps keep it from curling across its width, and lateral strain is suppressed except near the free sides. With \(z\) across the width, \(0=\sigma_z-\nu\sigma_x\), so \(\sigma_z=\nu\sigma_x\). The axial strain is then

\[
\varepsilon_x=\frac{\sigma_x-\nu\sigma_z}{E}
=\frac{(1-\nu^2)\sigma_x}{E}.
\]

The effective modulus is \(E/(1-\nu^2)\), and the deflection falls by the factor \(1-\nu^2\). For the round model value \(\nu=1/3\), it is \(1.432\times8/9=1.27\) nm.

## Axial stress

A stress \(\sigma\) already present along the line, positive in tension, can matter more than the width. A sloping element of length \(dx\) has to lengthen by \(\sqrt{1+w'^2}\,dx-dx\simeq\tfrac12w'^2dx\). The force per width \(\sigma h\) therefore adds \(\tfrac12\sigma hw'^2\) to the energy per area. Its variation, integrated by parts once, changes the equation to

\[
Dw''''-\sigma hw''=p .
\]

Tension opposes bending, and compression assists it. To find the compression at which the straight line becomes unstable, set \(p=0\) and \(k^2=-\sigma h/D\). The solutions that satisfy the conditions at \(x=0\) are

\[
w=A(1-\cos kx)+F(\sin kx-kx).
\]

With \(\theta=kL\), the conditions at \(x=L\) are

\[
A(1-\cos\theta)+F(\sin\theta-\theta)=0,\qquad
A\sin\theta-F(1-\cos\theta)=0 .
\]

A nonzero solution needs a vanishing determinant, which gives \(2(1-\cos\theta)=\theta\sin\theta\). In half-angles this reads

\[
\sin\frac\theta2\left(2\sin\frac\theta2-\theta\cos\frac\theta2\right)=0 .
\]

The first factor gives \(\theta=2\pi\). The second requires \(\tan(\theta/2)=\theta/2\), which has no root for \(0<\theta/2\le\pi\): the tangent exceeds its argument below \(\pi/2\) and is negative or zero from there to \(\pi\). The lowest threshold is thus \(\theta=2\pi\), and the critical compression is

\[
\sigma_c=\frac{4\pi^2D}{hL^2}=\frac{\pi^2Eh^2}{3L^2}=158\ \text{MPa}.
\]

The buckling shape also gives a simple estimate under load. Insert \(w=\tfrac a2[1-\cos(2\pi x/L)]\), whose midpoint deflection is \(a\), into the energy:

\[
\Pi=\frac{\pi^4Da^2}{L^3}+\frac{\pi^2\sigma ha^2}{4L}-\frac{paL}{2}.
\]

Setting \(d\Pi/da=0\) yields

\[
a=\frac{pL^4}{4\pi^4D}\,\frac{1}{1+\sigma/\sigma_c}.
\]

Since \(4\pi^4\simeq390\), the prefactor is slightly smaller than the correct \(pL^4/(384D)\). Restoring the correct value at \(\sigma=0\) gives

\[
\delta(\sigma)\simeq\frac{\delta}{1+\sigma/\sigma_c}.
\]

For a tension of 100 MPa this is \(1.432/(1+100/157.9)=0.88\) nm. For a compression of 100 MPa it is 3.9 nm. The numerical solutions of the same equation differ from the formula by less than 1 per cent in both cases. An unknown stress of this size thus leaves the deflection uncertain by a factor of more than four.

The formula is not meant for very strong tension. There bending is negligible away from the clamps, and \(-\sigma hw''=p\) with \(w=0\) at the ends gives \(w=px(L-x)/(2\sigma h)\). The midpoint value is \(pL^2/(8\sigma h)\). The modulus has dropped out, and the scaling has changed from \(L^4/h^3\) to \(L^2/h\). The single-shape formula tends instead to \(\pi^2pL^2/(96\sigma h)\), about 18 per cent below this limit.

## Tension made by the deflection

Even an initially unstressed line must stretch between fixed clamps. With \(s=x/L\), its profile is \(w=16\delta s^2(1-s)^2\), and its slope is \((32\delta/L)s(1-s)(1-2s)\). The mean axial strain is half the mean squared slope:

\[
\bar\varepsilon=512\left(\frac\delta L\right)^2
\int_0^1s^2(1-s)^2(1-2s)^2ds .
\]

Use \((1-2s)^2=1-4s(1-s)\), together with \(\int_0^1s^2(1-s)^2ds=1/30\) and \(\int_0^1s^3(1-s)^3ds=1/140\). The integral is \(1/30-4/140=1/210\), and

\[
\bar\varepsilon=\frac{256}{105}\left(\frac\delta L\right)^2
=5.0\times10^{-6}.
\]

The resulting tension \(E\bar\varepsilon\) is 0.60 MPa. Relative to the buckling stress it is

\[
\frac{E\bar\varepsilon}{\sigma_c}
=\frac{256}{35\pi^2}\left(\frac\delta h\right)^2
\simeq0.74\left(\frac\delta h\right)^2 .
\]

This is 0.4 per cent here, and the deflection falls from 1.432 to 1.427 nm. Linear bending is adequate because \(\delta\ll h\); it fails when the deflection becomes comparable with the thickness. For the line under 100 MPa of compression the correction is larger, because its deflection \(a\) is larger. Adding the tension made by \(a\) itself to the axial-stress formula gives

\[
a\simeq\frac{\delta}{1+\sigma/\sigma_c+0.74\,(a/h)^2}.
\]

With \(\sigma/\sigma_c=-0.633\) this is satisfied by \(a\simeq3.66\) nm, about 6 per cent below the 3.9 nm found without stretching. The full equation with stretching gives 3.63 nm.

## When a voltage supplies the pressure

An air gap can produce a pressure of this size electrically. Let the line face a rigid electrode across a gap \(g\), with voltage \(V\) between them. Fringing fields are neglected, and the field is taken locally as that between parallel plates. This requires a face much wider than the gap. For a line 20 nm thick at a gap of 10 nm, fringing raises the force by about 48, 24, 10 and 5 per cent for widths of 20, 40, 100 and 200 nm, so the numbers below understate the load on a narrow line. The van der Waals attraction between the two metal faces is left out of the model; its size is estimated at the end of this section. The charge per area is \(q=\varepsilon_0V/g\), and the field energy per area is \(q^2g/(2\varepsilon_0)\). At fixed charge, the attraction is the derivative of this energy with respect to the gap:

\[
p=\frac{q^2}{2\varepsilon_0}=\frac{\varepsilon_0V^2}{2g^2}.
\]

The force at a given instant depends on the charge and geometry then present, so the same expression holds with a voltage source connected. For 1 V across 10 nm it gives 44.27 kPa. If this pressure stayed constant, the midpoint would move by 1.441 nm. The bias must act on one side only: equal gaps and equal voltages on opposite sides give no net force on a centred line.

At fixed voltage the pressure does not stay constant. The line moves towards the electrode, the local gap becomes \(g-w\), and

\[
Dw''''=\frac{p\,g^2}{(g-w)^2}
=p\left(1+\frac{2w}{g}+\cdots\right),
\]

where \(p\) now denotes the pressure at the initial gap. Let \(w_0\) be the fixed-pressure profile and \(\delta\) its midpoint value. The first correction obeys \(Dw_1''''=2pw_0/g\).

Its midpoint value follows from the response \(G(x)\) to a unit force per width at the midpoint. Four integrations by parts, with vanishing clamp terms, give

\[
w_1(L/2)=\int_0^LDG''''w_1\,dx
=\int_0^LG\,Dw_1''''\,dx .
\]

On the left half \(G=ax^2+bx^3\), with new constants \(a,b\). Symmetry requires \(G'(L/2)=0\), so \(a=-3bL/4\). The unit force makes \(DG'''\) jump by 1 at the midpoint. By symmetry its value just to the left is \(-1/2\), so \(b=-1/(12D)\) and

\[
G(x)=\frac{x^2(3L-4x)}{48D},\qquad 0\le x\le L/2 .
\]

The two halves contribute equally. Inserting \(w_0=16\delta s^2(1-s)^2\) and \(pL^4/D=384\delta\) gives

\[
w_1(L/2)=512\frac{\delta^2}{g}
\int_0^{1/2}s^4(1-s)^2(3-4s)\,ds .
\]

The polynomial multiplying \(s^4\) is \(3-10s+11s^2-4s^3\), so the integral is

\[
\frac{3}{160}-\frac{5}{192}+\frac{11}{896}-\frac{1}{512}
=\frac{163}{53760}.
\]

Therefore, to first order in \(\delta/g\),

\[
w(L/2)\simeq\delta\left(1+\frac{163}{105}\frac{\delta}{g}\right).
\]

For the present gap this is \(1.441(1+1.552\times0.1441)=1.76\) nm. The full equation gives 2.06 nm, 43 per cent above the fixed-pressure value. The first-order formula captures only about half of the increase, because the gap closes by a substantial fraction.

A cruder model shows why equilibrium can disappear. If the whole line felt the pressure at its midpoint, the fractional deflection \(u=w(L/2)/g\) would obey \(u(1-u)^2=\delta/g\). The derivative of the left side is \((1-u)(1-3u)\), so its maximum is \(4/27=0.148\), at \(u=1/3\). A larger load has no equilibrium with an open gap. Since \(\delta\propto V^2\), this model puts the limit at \(\sqrt{0.148/0.144}\simeq1.01\) V. It overestimates the load, because the gap closes less away from the midpoint. The distributed calculation gives a pull-in voltage of 1.13 V, with a midpoint deflection of 4.0 nm at the limit. Stretching is omitted there. At that deflection it adds about 3 per cent to the ratio of load to deflection and about 9 per cent to the incremental stiffness. It moves pull-in to 1.14 V at 4.1 nm and the deflection at 1 V to 2.03 nm.

Writing \(w=gu\) and \(x=Ls\) reveals the scaling:

\[
\frac{d^4u}{ds^4}=\frac{384\,\delta/g}{(1-u)^2},\qquad
\frac{\delta}{g}=\frac{\varepsilon_0V^2L^4}{64Eh^3g^3}.
\]

Within this model pull-in occurs at a fixed value of \(\delta/g\), here \(0.1441\times1.125^2\simeq0.18\). The pull-in voltage is thus proportional to \(\sqrt{Eh^3g^3}/L^2\). Doubling the gap at 1 V reduces \(\delta/g\) eightfold, to 0.018, and the first-order correction to about 3 per cent.

At a gap of 10 nm the omitted van der Waals attraction is not small. Between thick, smooth faces it is roughly \(A_H/(6\pi g^3)\). With an assumed round value \(A_H=2\times10^{-19}\) J for metals, this is about 11 kPa. Even if it grew only as the inverse square of the gap, like the electrical pressure, it would raise the effective \(\delta/g\) from 0.144 to 0.179, almost the pull-in value of 0.18. It grows faster than that. With the inverse-cube term added to the distributed equation, the pull-in voltage falls to about 0.96 V, so a stable position at 1 V cannot be relied on for a real metal line at this gap.

The answer to the question as posed is therefore 1.4 nm, for an isotropic modulus of 120 GPa, no initial axial stress and a net pressure that remains at 44 kPa. If nearly the same initial pressure comes from 1 V across a 10 nm gap, the purely electrostatic model gives about 2.1 nm and places the voltage only about 11 per cent below pull-in. The van der Waals attraction can use up that margin, and the fringing field of a line only two to four gaps wide can use up most or all of it. The computed values for the elastic and electrostatic models are collected in the numerical output below.

## Values computed for the example and the checks

```
length L: 1000 nm
thickness h: 20 nm
Young modulus E: 120 GPa
Poisson ratio nu: 0.3333 (no unit)
pressure p: 44.0 kPa
stiffness per width D: 8.000e-14 N m
midpoint deflection, beam formula: 1.432 nm
midpoint deflection, 2D elasticity: 1.438 nm
2D elasticity relative to beam: 0.37 %
quarter-point/midpoint, 2D: 0.5632 (no unit)
bending stress at clamps: 55.0 MPa
one end free, beam formula: 68.7 nm
one end free, 2D elasticity: 68.7 nm
wide line, beam formula: 1.273 nm
wide line, 2D elasticity: 1.277 nm
factor for 10 % less thickness: 1.372 (no unit)
same factor, 2D elasticity: 1.371 (no unit)
factor for 10 % more length: 1.464 (no unit)
same factor, 2D elasticity: 1.463 (no unit)
buckling stress: 157.9 MPa
axial stress +100 MPa, solver: 0.884 nm
axial stress +100 MPa, formula: 0.877 nm
axial stress -100 MPa, solver: 3.871 nm
axial stress -100 MPa, formula: 3.905 nm
stretching strain, formula: 5.002e-06 (no unit)
stretching stress: 0.600 MPa
deflection with stretching: 1.427 nm
voltage V: 1.0 V
initial gap g: 10 nm
electrostatic pressure, initial gap: 44.27 kPa
deflection at that fixed pressure: 1.441 nm
gap-closing coefficient 163/105: 1.5524 (no unit)
gap-closing coefficient, solver: 1.5568 (no unit)
fixed voltage, first order: 1.764 nm
fixed voltage, full solution: 2.057 nm
full solution/fixed pressure: 1.427 (no unit)
pull-in voltage: 1.125 V
midpoint deflection at pull-in: 3.97 nm
```
